**Dipole interaction energy in a simple-cubic vacuum supercell**

The program tests $U=-p^2/(6\varepsilon_0V)$, the interaction energy per cell of identical parallel dipoles $p$ in a cubic cell of volume $V=L^3$ with zero macroscopic field. It asserts the local field and the energy from an Ewald potential, the field of a finite lattice inside a grounded sphere, and the energy of Gaussian dipoles from a reciprocal-space sum. Further assertions cover the $L^{-5}$ finite-size term, the direction dependence in a tetragonal cell, polarizable dipoles and a charged cell. The reciprocal sum, less the self-energy of an isolated dipole, gives −2.094395 in units of $p^2/(4\pi\varepsilon_0L^3)$, which agrees with $-2\pi/3$ in all printed digits. For a water-like three-charge model with $p=0.04\ e\,$nm and $L=1$ nm, the formula gives −4.83 meV and the Ewald sum −4.47 meV. The difference comes from the finite extent of the charges and falls below 1% of the formula value at $L=3$ nm. The output also estimates induced polarization, dispersion, wavefunction overlap and the field for over-barrier ionization.

## Program and output

```python
"""
Result under test: identical parallel dipoles p, one per simple-cubic cell of
volume V = L^3 in vacuum, with zero macroscopic field (conducting boundary),
have interaction energy per cell
    U = -p^2 / (6 eps0 V)        [Gaussian form: -2 pi p^2 / (3 V)],
because the Lorentz local field is p / (3 eps0 V).

Symbols: L cell edge, p dipole moment, q charge, d charge separation,
psi periodic potential of a unit charge with uniform background and zero mean,
psi_regular = psi - 1/r. Tests use Gaussian units with L = 1; the example uses
nm, elementary charges and eV, with COULOMB = e^2/(4 pi eps0) in eV nm.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from scipy.spatial.transform import Rotation
from scipy.special import erf, erfc

COULOMB = sc.e / (4 * np.pi * sc.epsilon_0) * 1e9


def integer_grid(m):
    a = np.arange(-m, m + 1)
    return np.array(np.meshgrid(a, a, a, indexing="ij")).reshape(3, -1).T


def without_origin(grid):
    return grid[np.any(grid != 0, axis=1)]


# ---------- Ewald potential of the unit cubic cell ----------
ETA = 2.0
IMAGES = without_origin(integer_grid(5)).astype(float)
G_VECTORS = 2 * np.pi * IMAGES
G_SQUARED = np.sum(G_VECTORS**2, axis=1)
G_WEIGHTS = 4 * np.pi * np.exp(-G_SQUARED / (4 * ETA**2)) / G_SQUARED


def psi_regular(r):
    r = np.asarray(r, float)
    dist = np.linalg.norm(r)
    home = -2 * ETA / np.sqrt(np.pi) if dist == 0 else -erf(ETA * dist) / dist
    s = np.linalg.norm(r + IMAGES, axis=1)
    return (home + np.sum(erfc(ETA * s) / s)
            + np.sum(G_WEIGHTS * np.cos(G_VECTORS @ r)) - np.pi / ETA**2)


PSI_0 = psi_regular([0, 0, 0])


def image_energy(charges, positions, L=1.0):
    """Energy per cell minus energy of the isolated charge group."""
    total = 0.5 * np.sum(np.square(charges)) * PSI_0
    for i in range(len(charges)):
        for j in range(i):
            r = (positions[i] - positions[j]) / L
            total += charges[i] * charges[j] * psi_regular(r)
    return total / L


def pair_energy(direction, d, L=1.0, q=1.0):
    u = np.array(direction, float)
    u /= np.linalg.norm(u)
    return image_energy([q, -q], np.array([0.5 * d * u, -0.5 * d * u]), L)


# ---------- local field and energy from the periodic potential ----------
step = 0.02
field_periodic = 2 * (psi_regular([0, 0, step]) - PSI_0) / step**2
assert abs(field_periodic - 4 * np.pi / 3) < 0.01  # quartic term of order step^2
for direction in ([0, 0, 1], [1, 1, 1], [1, 2, -3]):
    energy_ratio = pair_energy(direction, 0.01) / 0.01**2
    assert abs(energy_ratio + 2 * np.pi / 3) < 2e-3

# ---------- finite lattice inside a grounded conducting sphere ----------
R = 30.5
sites = integer_grid(30).astype(float)
sites = sites[np.sum(sites**2, axis=1) < R**2]


def direct_potential(s, source):
    return 1 / np.linalg.norm(source - s, axis=1)


def shell_potential(s, source):
    return -1 / np.sqrt(R**2 - 2 * source @ s
                        + (s @ s) * np.sum(source**2, axis=1) / R**2)


shell_point = R * np.array([2.0, -1.0, 2.0]) / 3
inside = sites[np.sum(sites**2, axis=1) < 800]
assert np.max(np.abs(direct_potential(shell_point, inside)
                     + shell_potential(shell_point, inside))) < 1e-10


def field_of_dipoles(potential, s, sources, h=1e-3):
    """z field at s of unit z dipoles, by differences in both positions."""
    dz = np.array([0, 0, h])
    mixed = (potential(s + dz, sources + dz) - potential(s + dz, sources - dz)
             - potential(s - dz, sources + dz) + potential(s - dz, sources - dz))
    return -np.sum(mixed) / (4 * h**2)


sphere_fields = []
for s in (np.zeros(3), np.array([5.0, 3.0, -4.0])):
    others = sites[np.any(sites != s, axis=1)]
    direct = field_of_dipoles(direct_potential, s, others)
    induced = field_of_dipoles(shell_potential, s, sites)
    sphere_fields.append((direct, induced))
    # tolerance: the lattice has a rough edge at the finite shell radius
    assert abs(direct) < 0.02 * 4 * np.pi / 3
    assert abs(direct + induced - 4 * np.pi / 3) < 0.02 * 4 * np.pi / 3
one_far = np.array([[10.0, -7.0, 12.0]])
one_field = field_of_dipoles(shell_potential, np.zeros(3), one_far)
assert abs(one_field * R**3 - 1) < 1e-3

# ---------- reciprocal sum for Gaussian dipoles, cubic and tetragonal ----------


def gaussian_dipole_energy(cell, p, sigma=0.1):
    volume = np.prod(cell)
    G = 2 * np.pi * without_origin(integer_grid(16)) / np.array(cell)
    G2 = np.sum(G**2, axis=1)
    periodic = 2 * np.pi / volume * np.sum((G @ p)**2 / G2 * np.exp(-sigma**2 * G2))
    radial = quad(lambda k: k**2 * np.exp(-(sigma * k)**2), 0, 12 / sigma,
                  epsabs=1e-10, epsrel=1e-11)[0]
    return periodic - (p @ p) / (3 * np.pi) * radial


tilted = np.array([1.0, 2.0, -2.0]) / 3
gaussian_cubic = gaussian_dipole_energy([1, 1, 1], tilted)
assert abs(gaussian_cubic + 2 * np.pi / 3) < 1e-6
tetragonal = np.array([gaussian_dipole_energy([1, 1, 1.5], e) for e in np.eye(3)])
assert abs(tetragonal.mean() * 1.5 + 2 * np.pi / 3) < 1e-6
assert abs(tetragonal[2] - tetragonal[0]) > 0.1

# ---------- first finite-size term ----------
n = without_origin(integer_grid(20)).astype(float)
n = n[np.sum(n**2, axis=1) <= 400]
n_len = np.linalg.norm(n, axis=1)
cosine = n[:, 2] / n_len
K4 = np.sum((35 * cosine**4 - 30 * cosine**2 + 3) / 8 / n_len**5)


def remainder(direction, d, L=1.0):
    return pair_energy(direction, d, L) + 2 * np.pi * d**2 / (3 * L**3)


axis_rest = remainder([0, 0, 1], 0.05)
assert abs(axis_rest / (-K4 * 0.05**4) - 1) < 0.01
power = np.log2(abs(remainder([0, 0, 1], 0.1, 1) / remainder([0, 0, 1], 0.1, 2)))
assert abs(power - 5) < 0.02
direction_ratio = axis_rest / remainder([1, 1, 1], 0.05)
assert abs(direction_ratio + 1.5) < 0.02

# ---------- polarizable dipoles: minimize elastic plus Ewald energy ----------
alpha_test, p_test, d_test = 0.05, 1.0, 0.01
unit_pair = pair_energy([0, 0, 1], d_test) / d_test**2
best = minimize_scalar(lambda m: m**2 / (2 * alpha_test)
                       + unit_pair * (p_test + m)**2, bounds=(-1, 2), method="bounded")
relaxed = -2 * np.pi / 3 * p_test**2 / (1 - 4 * np.pi * alpha_test / 3)
assert abs(best.fun / relaxed - 1) < 2e-3

# ---------- charged cell: monopole and inverse-volume terms ----------
q_set = np.array([1.5, -0.9, 0.4])
r_set = 0.01 * np.array([[0, 0, 0], [1, 0.5, 0], [0, -1, 1.0]])
q_net, p_net = q_set.sum(), q_set @ r_set
second_moment = q_set @ np.sum(r_set**2, axis=1)
measured = image_energy(q_set, r_set) - 0.5 * q_net**2 * PSI_0
predicted = 2 * np.pi / 3 * (q_net * second_moment - p_net @ p_net)
assert abs(measured / predicted - 1) < 0.01

# ---------- worked example: bent three-charge molecule ----------
p = 0.04                       # e nm
height, half_width = 0.06, 0.08  # nm
alpha_volume = 0.0015          # nm^3
ionization = 12.0              # eV
temperature = 500.0            # K
q_end = p / (2 * height)
charges = np.array([-2 * q_end, q_end, q_end])
geometry = np.array([[0, 0, 0], [half_width, 0, height], [-half_width, 0, height]])
assert np.allclose(charges @ geometry, [0, 0, p])


def formula_meV(L):
    p_si = p * sc.e * 1e-9
    return -p_si**2 / (6 * sc.epsilon_0 * (L * 1e-9)**3) / sc.e * 1e3


print("TESTS (Gaussian units, L = 1, p = 1)")
print(f"Lorentz field 4 pi/3: {4*np.pi/3:.5f}")
print(f"local field from Ewald potential: {field_periodic:.5f}")
print(f"dipoles inside grounded sphere, R = {R} L: {len(sites)}")
for name, (direct, induced) in zip(("centre", "site (5,3,-4)"), sphere_fields):
    print(f"{name}: direct field {direct:.4f}, shell field {induced:.4f}")
print(f"energy -2 pi/3: {-2*np.pi/3:.6f}")
print(f"energy of Gaussian dipoles, reciprocal sum: {gaussian_cubic:.6f}")
print(f"tetragonal c/a = 1.5, energy p along a: {tetragonal[0]:.4f}")
print(f"tetragonal c/a = 1.5, energy p along c: {tetragonal[2]:.4f}")
print(f"tetragonal mean over three axes: {tetragonal.mean():.4f}")
print(f"quartic lattice sum K4: {K4:.4f}")
print(f"power of 1/L in first finite-size term: {power:.3f}")
print(f"finite-size term, ratio [001]/[111]: {direction_ratio:.3f}")
print(f"psi_0 for charged cell: {PSI_0:.6f}")

print("EXAMPLE")
print(f"dipole: {p:.3f} e nm = {p*sc.e*1e-9*sc.c*1e21:.2f} debye")
print(f"end charges: {q_end:.4f} e each, central charge: {-2*q_end:.4f} e")
print(f"end charges at height {height} nm, sideways +-{half_width} nm")
print(f"e^2/(4 pi eps0): {COULOMB:.5f} eV nm")
for L in (1.0, 1.5, 2.0, 3.0):
    ewald = 1e3 * COULOMB * image_energy(charges, geometry, L)
    print(f"L = {L} nm: formula {formula_meV(L):.4f} meV, Ewald {ewald:.4f} meV")
assert abs(ewald / formula_meV(3.0) - 1) < 0.02
L = 1.0
polarization = p * sc.e * 1e-9 / (L * 1e-9)**3
local_field = polarization / (3 * sc.epsilon_0)
assert abs(-0.5 * p * local_field * 1e-9 * 1e3 / formula_meV(L) - 1) < 1e-10
print(f"polarization at L = 1 nm: {polarization*100:.4f} uC/cm2")
print(f"local field at L = 1 nm: {local_field*1e-8:.4f} MV/cm")
L_one_meV = abs(formula_meV(1.0))**(1 / 3)
assert abs(formula_meV(L_one_meV) + 1) < 1e-9
print(f"cell edge for 1 meV magnitude: {L_one_meV:.3f} nm")

print("NEGLECTED EFFECTS at L = 1 nm")
rests = []
for rotation in Rotation.random(100, random_state=1):
    turned = rotation.apply(geometry)
    rests.append(1e3 * COULOMB * image_energy(charges, turned, L) - formula_meV(L))
print(f"finite extent, 100 orientations: {min(rests):.3f} to {max(rests):.3f} meV")
feedback = 4 * np.pi * alpha_volume / (3 * L**3)
induced_shift = formula_meV(L) * (1 / (1 - feedback) - 1)
print(f"polarizability volume: {alpha_volume} nm^3, feedback {feedback:.5f}")
print(f"induced polarization: {induced_shift:.4f} meV")
sum_r6 = np.sum(n_len**-6)
dispersion = -0.5 * sum_r6 * 0.75 * ionization * alpha_volume**2 / L**6 * 1e3
print(f"dispersion, London estimate: {dispersion:.4f} meV")
kappa = np.sqrt(2 * sc.m_e * ionization * sc.e) / sc.hbar * 1e-9
overlap = ionization * np.exp(-kappa * (L - 2 * half_width)) * 1e3
print(f"ionization energy: {ionization} eV, decay constant {kappa:.2f} 1/nm")
print(f"overlap, order of magnitude: {overlap:.1e} meV")
barrier_field = ionization**2 / (4 * COULOMB) * 10
print(f"over-barrier ionization field: {barrier_field:.0f} MV/cm")
print(f"thermal energy at {temperature:.0f} K: {sc.k*temperature/sc.e*1e3:.1f} meV")
print("checks complete")
```

Running it gives:

```
TESTS (Gaussian units, L = 1, p = 1)
Lorentz field 4 pi/3: 4.18879
local field from Ewald potential: 4.19128
dipoles inside grounded sphere, R = 30.5 L: 119009
centre: direct field 0.0000, shell field 4.1945
site (5,3,-4): direct field 0.0000, shell field 4.1945
energy -2 pi/3: -2.094395
energy of Gaussian dipoles, reciprocal sum: -2.094395
tetragonal c/a = 1.5, energy p along a: -2.2519
tetragonal c/a = 1.5, energy p along c: 0.3149
tetragonal mean over three axes: -1.3963
quartic lattice sum K4: 3.1082
power of 1/L in first finite-size term: 5.002
finite-size term, ratio [001]/[111]: -1.503
psi_0 for charged cell: -2.837297
EXAMPLE
dipole: 0.040 e nm = 1.92 debye
end charges: 0.3333 e each, central charge: -0.6667 e
end charges at height 0.06 nm, sideways +-0.08 nm
e^2/(4 pi eps0): 1.43996 eV nm
L = 1.0 nm: formula -4.8254 meV, Ewald -4.4669 meV
L = 1.5 nm: formula -1.4297 meV, Ewald -1.3827 meV
L = 2.0 nm: formula -0.6032 meV, Ewald -0.5920 meV
L = 3.0 nm: formula -0.1787 meV, Ewald -0.1773 meV
polarization at L = 1 nm: 0.6409 uC/cm2
local field at L = 1 nm: 2.4127 MV/cm
cell edge for 1 meV magnitude: 1.690 nm
NEGLECTED EFFECTS at L = 1 nm
finite extent, 100 orientations: -0.271 to 0.360 meV
polarizability volume: 0.0015 nm^3, feedback 0.00628
induced polarization: -0.0305 meV
dispersion, London estimate: -0.0851 meV
ionization energy: 12.0 eV, decay constant 17.75 1/nm
overlap, order of magnitude: 4.0e-03 meV
over-barrier ionization field: 250 MV/cm
thermal energy at 500 K: 43.1 meV
checks complete
```
